\section*{Laplace Pressure Scale and Skeleton Stress around a Nanometre Pore}

\section{Definitions and conventions}

An empty spherical pore of radius $R$ lies in a solid skeleton. The pore wall carries an isotropic surface stress $f$, a force per unit length within the wall. Equivalently, $f$ is the work per unit area done when the existing wall is stretched elastically. For a solid this differs in general from the surface energy, which is the work per unit area of creating new wall. The force balance below contains $f$.

Tensile stress is positive, for the wall and for the solid. The radial displacement $u(r)$ is positive outwards. The quantity under study is
\begin{equation}
P=\frac{2f}{R}.
\label{P}
\end{equation}
With lengths in nm and stresses in GPa, $f$ is in GPa\,nm, and $1$ GPa\,nm $=1$ N/m. For $f=0.3$ N/m and $R=1$ nm,
\begin{equation}
P=\frac{2\times0.3}{1}\ \text{GPa}=0.6\ \text{GPa}=600\ \text{MPa}.
\end{equation}

To see what this pressure does to the skeleton, the pore is placed at the centre of a spherical cell of outer radius $b$. The porosity of the cell is
\begin{equation}
\phi=\frac{R^3}{b^3},\qquad 0<\phi<1 .
\end{equation}
The skeleton is isotropic and linearly elastic, with bulk modulus $K>0$ and shear modulus $G>0$. Strains are small, and $f$ is at first taken as independent of strain. The outer radius $b$ is a boundary of the cell and carries no surface stress.

There are two small parameters. The porosity $\phi$ measures how strongly the finite cell matters. The ratio $f/(GR)$ sets the scale of the strain at the wall of an isolated pore; in a thin skeleton the strain is larger, by a factor of order $R/t$ for a free shell of thickness $t$. The expansion in $\phi$ is carried out within linear elasticity; corrections in the strain are discussed afterwards.

\section{The wall balance}

\subsection{Virtual work}

Imagine first that a pressure $p$ inside the pore alone holds the wall open. For a sphere $A=4\pi R^2$ and $V=4\pi R^3/3$, so a small change $\delta R$ gives
\begin{equation}
\delta A=8\pi R\,\delta R,\qquad \delta V=4\pi R^2\,\delta R .
\end{equation}
The work of the pressure equals the work of stretching the wall, $p\,\delta V=f\,\delta A$. Hence
\begin{equation}
p=f\,\frac{8\pi R}{4\pi R^2}=\frac{2f}{R}=P .
\end{equation}
A cut through the equator gives the same result: the line force $2\pi R f$ balances the pressure on the projected area, $\pi R^2p$.

The factor 2 belongs to the sphere. A long cylindrical pore of fixed length $L$ has lateral area $2\pi RL$ and volume $\pi R^2L$, so
\begin{equation}
p_{\rm cyl}=f\,\frac{2\pi L\,\delta R}{2\pi RL\,\delta R}=\frac{f}{R},
\end{equation}
which is 0.3 GPa for the same $f$ and $R$. The shape of the pore thus changes the estimate by a factor of two.

\subsection{The empty pore}

In an empty pore no gas pushes the wall outwards, so the solid must pull it. The energy of the cell shows this with its sign. The elastic energy density $w$ varies as
\begin{equation}
\delta w=\sigma_{rr}\,\delta u'+2\sigma_{\theta\theta}\,\frac{\delta u}{r},
\end{equation}
because the radial strain is $u'$ and each of the two hoop strains is $u/r$. The wall contributes $f\,\delta A=8\pi Rf\,\delta u(R)$ to first order. Integrating the term in $\delta u'$ by parts, the condition that the total energy is stationary becomes
\begin{align}
0={}&4\pi\Big[r^2\sigma_{rr}\,\delta u\Big]_R^b
-4\pi\int_R^b\Big[(r^2\sigma_{rr})'-2r\sigma_{\theta\theta}\Big]\delta u\,dr\nonumber\\
&+8\pi Rf\,\delta u(R).
\label{var}
\end{align}
Since $\delta u$ is arbitrary inside the solid, the integrand vanishes:
\begin{equation}
\sigma_{rr}'+\frac{2}{r}\left(\sigma_{rr}-\sigma_{\theta\theta}\right)=0 .
\label{eq}
\end{equation}
The terms at $r=R$ give $-4\pi R^2\sigma_{rr}(R)+8\pi Rf=0$, that is,
\begin{equation}
\sigma_{rr}(R)=+\frac{2f}{R}=+P .
\label{wall}
\end{equation}
The solid at the wall is in radial tension: a wall with $f>0$ tends to shrink the pore and draws the solid inwards. If the pore contains gas at pressure $p_g$, the gas carries part of the load and $\sigma_{rr}(R)=P-p_g$. At $R=1$ nm, one atmosphere, roughly 0.1 MPa, is negligible beside 600 MPa.

Equation (\ref{wall}) contains neither $\phi$ nor the elastic moduli. Within linear elasticity, at fixed $f$ and undeformed radius $R$, the wall traction therefore has no porosity correction. The other stresses do.

\section{The field in the skeleton}

Let $\Delta=u'+2u/r$ be the dilatation and $\lambda=K-2G/3$. Hooke's law reads
\begin{equation}
\sigma_{rr}=\lambda\Delta+2Gu',\qquad
\sigma_{\theta\theta}=\lambda\Delta+2G\frac{u}{r}.
\end{equation}
Inserting this in (\ref{eq}) gives
\begin{equation}
\lambda\Delta'+2G\left(u''+\frac{2u'}{r}-\frac{2u}{r^2}\right)=0 .
\end{equation}
The bracket is $\Delta'$, so $(\lambda+2G)\Delta'=0$. Because $\lambda+2G=K+4G/3>0$, the dilatation is constant; call it $3A$. Then $(r^2u)'=r^2\Delta=3Ar^2$, and one integration gives
\begin{equation}
u=Ar+\frac{B}{r^2},\qquad u'=A-\frac{2B}{r^3}.
\end{equation}
With $3\lambda+2G=3K$ the stresses are
\begin{equation}
\sigma_{rr}=3KA-\frac{4GB}{r^3},\qquad
\sigma_{\theta\theta}=3KA+\frac{2GB}{r^3}.
\label{stress}
\end{equation}
The mean stress is
\begin{equation}
\sigma_m=\frac{\sigma_{rr}+2\sigma_{\theta\theta}}{3}=3KA ,
\end{equation}
since the terms in $B$ cancel. It is uniform throughout the skeleton of this cell, although the individual stresses vary with $r$. The constants $A$ and $B$ follow from (\ref{wall}) and the condition at $b$.

\section{Free outer boundary}

\subsection{Solution at any porosity}

If the outside is free, (\ref{var}) requires $\sigma_{rr}(b)=0$. With $1/b^3=\phi/R^3$, this is
\begin{equation}
3KA=\phi\,\frac{4GB}{R^3}.
\end{equation}
The wall condition then becomes
\begin{equation}
P=3KA-\frac{4GB}{R^3}=-(1-\phi)\frac{4GB}{R^3},
\end{equation}
so $4GB/R^3=-P/(1-\phi)$. Substitution in (\ref{stress}) gives
\begin{align}
\sigma_m&=-\frac{P\phi}{1-\phi},\label{mfree}\\
\sigma_{\theta\theta}(R)&=-\frac{P\phi}{1-\phi}-\frac{P}{2(1-\phi)}
=-\frac{P(1+2\phi)}{2(1-\phi)}.\label{hfree}
\end{align}
The linear strains of the pore wall and of the cell are
\begin{align}
\frac{u(R)}{R}&=A+\frac{B}{R^3}
=-\frac{P}{1-\phi}\left(\frac{\phi}{3K}+\frac{1}{4G}\right),\label{wfree}\\
\frac{u(b)}{b}&=A+\frac{\phi B}{R^3}
=-\frac{P\phi}{1-\phi}\left(\frac{1}{3K}+\frac{1}{4G}\right).
\end{align}
Both are negative: the pore and the cell shrink.

The mean stress can also be found without Hooke's law. For a body in equilibrium without body forces, the volume integral of the trace of the stress equals the surface integral of traction times position, $\oint\mathbf t\cdot\mathbf x\,dS$. The wall pulls the solid inwards with $\mathbf t=-P\,\mathbf e_r$ at $\mathbf x=R\,\mathbf e_r$. Therefore
\begin{equation}
3\bar\sigma_m\,\frac{4\pi}{3}(b^3-R^3)=-4\pi R^3P ,
\label{virial}
\end{equation}
and division by $4\pi b^3$ gives $\bar\sigma_m=-P\phi/(1-\phi)$. This volume average thus remains valid if the skeleton yields plastically, provided that the geometry changes little.

\subsection{Small porosity and the first correction}

For $\phi\to0$ at fixed $P$, $K$ and $G$, use $1/(1-\phi)=1+\phi+O(\phi^2)$. Then
\begin{align}
\sigma_m&=-P\phi+O(\phi^2),\\
\sigma_{\theta\theta}(R)&=-\frac P2(1+2\phi)(1+\phi)+O(\phi^2)\nonumber\\
&=-\frac P2(1+3\phi)+O(\phi^2),\label{hasym}\\
\frac{u(R)}{R}&=-\frac{P}{4G}\left[1+\left(1+\frac{4G}{3K}\right)\phi\right]+O(\phi^2).
\label{wasym}
\end{align}
At leading order the solid at the wall has radial stress $+P$ and two hoop stresses $-P/2$. Their sum is zero. An isolated pore therefore shears the surrounding solid without changing its mean stress, although the wall traction has its full value $P$. The mean stress appears with the first correction.

The neglected terms can be found in closed form. From
\begin{equation}
\frac{\phi}{1-\phi}=\phi+\frac{\phi^2}{1-\phi},\qquad
\frac{1+2\phi}{1-\phi}=1+3\phi+\frac{3\phi^2}{1-\phi},
\end{equation}
the term $-P\phi$ falls short of the mean stress (\ref{mfree}) by the fraction $\phi$ of that stress. At $\phi=0.25$ the shortfall is 25\%, so the full formula is needed there.

\section{Clamped outer boundary}

Suppose instead that the surroundings prevent any displacement at $b$. The condition $u(b)=0$ gives $A=-\phi B/R^3$, and the wall condition reads
\begin{equation}
P=3KA-\frac{4GB}{R^3}=-(3K\phi+4G)\frac{B}{R^3}.
\end{equation}
With $B/R^3=-P/(3K\phi+4G)$ the results are
\begin{align}
\sigma_m&=3KA=+\frac{3K\phi}{3K\phi+4G}\,P,\label{mclamp}\\
\sigma_{\theta\theta}(R)&=3KA+\frac{2GB}{R^3}
=\frac{3K\phi-2G}{3K\phi+4G}\,P,\label{hclamp}\\
\frac{u(R)}{R}&=(1-\phi)\frac{B}{R^3}
=-\frac{(1-\phi)P}{3K\phi+4G}.\label{wclamp}
\end{align}
The mean stress is now tensile. The pore still shrinks, but the cell cannot follow, so the skeleton is stretched between the wall and the clamp. The trace argument (\ref{virial}) gains a term from the outward pull at $b$, which here outweighs the inward pull of the wall.

Define $\kappa=3K/(4G)$. Dividing numerators and denominators by $4G$ and expanding for $\kappa\phi\ll1$ gives
\begin{align}
\sigma_m&=\frac{\kappa\phi}{1+\kappa\phi}P=\kappa\phi P+O(\phi^2),\\
\sigma_{\theta\theta}(R)&=\left(\kappa\phi-\frac12\right)(1-\kappa\phi)P+O(\phi^2)\nonumber\\
&=-\frac P2(1-3\kappa\phi)+O(\phi^2).
\end{align}
In the limit $\phi\to0$ the mean stress vanishes and the hoop stress at the wall is $-P/2$, as in the free cell, because a distant boundary does not affect the solid near the pore. The first corrections have opposite signs. For these two stresses the expansion parameter is now $\kappa\phi$ (the wall strain (\ref{wclamp}) also carries the factor $1-\phi$), so a skeleton that is stiff in compression relative to shear needs a smaller porosity for the expansion to hold. By (\ref{hclamp}), the hoop stress at the wall even becomes tensile when $\phi>2G/(3K)$, if that value is below one.

A film on a substrate is held in its plane and free along its normal. It is neither of the two cells, and these formulas do not give its film stress. They do show that $P$ alone fixes neither the size nor the sign of the mean stress in the skeleton.

\section{The opposite limit: a thin skeleton}

Return to the free cell and let the solid be a thin shell of thickness $t=b-R$, with $\delta=t/R\ll1$. Then
\begin{equation}
\phi=(1+\delta)^{-3}=1-3\delta+6\delta^2+O(\delta^3),
\end{equation}
so that $1-\phi=3\delta(1-2\delta)+O(\delta^3)$ and $1+2\phi=3(1-2\delta)+O(\delta^2)$. In (\ref{hfree}) the factors $1-2\delta$ cancel to this order:
\begin{equation}
\sigma_{\theta\theta}(R)=-\frac{P}{2\delta}\left[1+O(\delta^2)\right]
=-\frac ft\left[1+O(\delta^2)\right].
\end{equation}
The mean stress follows from $\sigma_m=[P+2\sigma_{\theta\theta}(R)]/3$:
\begin{equation}
\sigma_m=\frac13\left(\frac{2f}{R}-\frac{2f}{t}\right)+O(P\delta)
=-\frac{2f}{3t}\left[1-\frac tR+O(\delta^2)\right].
\end{equation}
The leading hoop stress is a membrane balance: the tension $f$ of the wall is cancelled by the compressive force $t\,\sigma_{\theta\theta}$ per unit length in the shell. The pore radius has dropped out, and the shell thickness sets the stress. In a highly porous skeleton of this kind the stress can greatly exceed $P$. The limit requires $t$ to remain large enough for a continuum description and the strains to remain small.

\section{Worked example}

Take $f=0.3$ N/m, $R=1$ nm and $\phi=0.25$. The skeleton has the round model values of 20 GPa for Young's modulus and 0.25 for Poisson's ratio, which give $K=13.33$ GPa and $G=8$ GPa. Thus $3K=40$ GPa, $4G=32$ GPa, and the outer radius is 1.587 nm.

For the free cell, (\ref{mfree}) and (\ref{hfree}) give
\begin{align}
\sigma_m&=-\frac{0.6\times0.25}{0.75}\ \text{GPa}=-0.2\ \text{GPa},\\
\sigma_{\theta\theta}(R)&=-\frac{0.6\times1.5}{2\times0.75}\ \text{GPa}=-0.6\ \text{GPa}.
\end{align}
The hoop stress equals $P$ in size because $(1+2\phi)/[2(1-\phi)]=1$ at $\phi=1/4$; this is a coincidence of the chosen porosity. The wall strain is
\begin{equation}
\frac{u(R)}{R}=-\frac{0.6}{0.75}\left(\frac{0.25}{40}+\frac1{32}\right)=-0.030,
\end{equation}
a shrinkage of 3.0\%, while the cell radius shrinks by 1.1\% (about 3\% in volume). The first-order formula (\ref{hasym}) would give a hoop stress of $-0.3\times1.75=-0.525$ GPa, smaller in size than the full value by 12.5\% of the latter. These values lie at the edge of linear elasticity: at the wall the radial strain is $A-2B/R^3=+4.5\%$, the difference $\sigma_{rr}-\sigma_{\theta\theta}=1.2$ GPa is 6\% of Young's modulus, and the largest shear stress is $0.075\,G$. A real skeleton this soft may yield near the wall, and at $R=0.5$ nm all these figures double.

For the clamped cell, the common denominator is $40\times0.25+32=42$ GPa, and
\begin{align}
\sigma_m&=\frac{10}{42}\times0.6\ \text{GPa}=+0.143\ \text{GPa},\\
\sigma_{\theta\theta}(R)&=\frac{10-16}{42}\times0.6\ \text{GPa}=-0.086\ \text{GPa}.
\end{align}
The wall strain falls to $-1.1\%$. The same Laplace scale thus goes with a mean compression of 0.2 GPa in one cell and a mean tension of 0.14 GPa in the other.

The numerical output lists the wall stresses, the mean stress and the wall strain of both cells. They are obtained by minimising the energy directly, without imposing the wall traction. At a porosity of 0.001 with a free boundary it shows a hoop stress of $-0.3009$ GPa, in agreement with $-0.3(1+0.003)$ GPa from (\ref{hasym}), and a mean stress of $-0.0006$ GPa, in agreement with $-P\phi$.

\section{Strain corrections and limits of the estimate}

By (\ref{wasym}) the wall strain of an isolated pore is $-P/(4G)=-f/(2GR)$. One effect of this strain is that the pore radius itself changes. Evaluated at the deformed radius, the scale is
\begin{equation}
\frac{2f}{R+u(R)}=P\left[1-\frac{u(R)}{R}+\dots\right].
\end{equation}
In the free cell of the example the radius becomes 0.97 nm and the scale rises from 0.600 to 0.619 GPa, by about 3\%. If $f$ is constant as a force per unit deformed length, the wall balance holds exactly at the deformed radius. Nonlinear elasticity changes $u(R)/R$ only at second order in the strain, so this is the complete first correction to the wall traction. The hoop stress at the wall and the mean stress are different: there nonlinear elasticity and the changed geometry of the skeleton bring further corrections of the same relative order. Finite-strain models with the same small-strain moduli (Saint Venant--Kirchhoff, Hencky, compressible neo-Hookean) give for the free cell of the example a wall traction of 0.618 GPa, a mean stress of $-0.191$ GPa instead of $-0.200$ GPa, and a wall hoop stress between $-0.56$ and $-0.59$ GPa instead of $-0.60$ GPa; in the clamped cell the wall hoop stress lies between $-0.079$ and $-0.088$ GPa. The linear stresses of the example are thus good to several per cent only.

A surface stress that depends on strain brings a separate correction. Let $f$ be replaced by $f+C\epsilon_A$, where $\epsilon_A=2u(R)/R$ is the area strain of the wall and $C$ is a surface modulus. For an isolated pore $\epsilon_A\simeq-f/(GR)$, so
\begin{equation}
\sigma_{rr}(R)\simeq\frac2R\left(f-\frac{Cf}{GR}\right)=P\left(1-\frac{C}{GR}\right),
\qquad \frac{|C|}{GR}\ll1 .
\end{equation}
The relative correction does not contain $f$. It can therefore matter even when the strain is small, and it grows as the pore shrinks. In the example $GR=8$ N/m, so the expansion already fails for $|C|$ of a few N/m; without expanding, the isolated pore has $\sigma_{rr}(R)=P/(1+C/GR)$, which is $0.80P$ for $C=2$ N/m. In a finite cell the correction depends on the porosity and the outer boundary: for $C=2$ N/m and $\phi=0.25$ the traction is $0.71P$ in the free cell and $0.88P$ in the clamped one.

At constant $f$ the scale varies as $1/R$: 1.2 GPa at 0.5 nm, 0.3 GPa at 2 nm and 0.12 GPa at 5 nm. The smallest radii are also where a smooth spherical wall with a single value of $f$ is least secure, since the radius is then only a few interatomic distances. For a 1 nm pore, 0.6 GPa is accordingly an estimate of the wall traction, with an uncertainty that comes from $f$ and its dependence on strain, from $R$ and from the pore shape.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
surface stress f = 0.3 N/m
pore radius R = 1.0 nm
Young modulus of skeleton = 20.0 GPa
Poisson ratio of skeleton = 0.25 (no unit)
porosity = 0.25 (no unit)
DERIVED INPUTS
bulk modulus K = 13.33 GPa
shear modulus G = 8.00 GPa
outer cell radius b = 1.587 nm
LAPLACE SCALE
spherical pore = 0.600 GPa = 600 MPa
cylindrical pore, same f and R = 0.300 GPa
spherical pore of radius 0.5 nm: 1.200 GPa
spherical pore of radius 1.0 nm: 0.600 GPa
spherical pore of radius 2.0 nm: 0.300 GPa
spherical pore of radius 5.0 nm: 0.120 GPa
CELL WITH FREE OUTER BOUNDARY (energy minimum)
radial stress at wall = +0.600 GPa
hoop stress at wall = -0.600 GPa
mean stress in skeleton = -0.200 GPa
linear strain of pore wall = -3.000 %
linear strain of cell = -1.125 %
deformed pore radius = 0.970 nm
Laplace scale at deformed radius = 0.619 GPa
CELL WITH CLAMPED OUTER BOUNDARY (energy minimum)
radial stress at wall = +0.600 GPa
hoop stress at wall = -0.086 GPa
mean stress in skeleton = +0.143 GPa
linear strain of pore wall = -1.071 %
NEARLY ISOLATED PORE, porosity 0.001, free outer boundary
radial stress at wall = +0.6000 GPa
hoop stress at wall = -0.3009 GPa
mean stress in skeleton = -0.0006 GPa
\end{verbatim}
